# Where Atomic Masses Enter Vineyard's Harmonic Prefactor for Diffusion, part 1

(Sections cited here and not found follow in the second part.)

## First half: the rate and its masses

**Q:** An atom in a solid jumps from one site to the next, and I am told that its rate has the form $\Gamma=\nu^*e^{-E/k_BT}$. Before I ask about masses, what is being counted, and under what assumptions?

**A:** Let the solid have $N$ Cartesian coordinates, with the mass matrix $M=\mathrm{diag}(m_1,\dots,m_N)$. An atom contributes three coordinates with the same mass. The atoms move classically on a potential energy $V$ that does not depend on their masses, as in the Born–Oppenheimer approximation.

The starting site is a minimum of $V$. The way out leads over a saddle point, higher by $E$. Let $\mathbf u$ be the displacement from whichever of the two points is under discussion. To second order,

$$V\simeq\tfrac12\mathbf u^TK_0\mathbf u\ \text{(minimum)},\qquad V\simeq E+\tfrac12\mathbf u^TK_1\mathbf u\ \text{(saddle)}.\tag{1}$$

The Hessian $K_0$ is positive definite; $K_1$ has one negative eigenvalue and no zero eigenvalue. For now the solid is pinned, so that it cannot drift as a whole. I also assume that $E\gg k_BT$, that the well stays in thermal equilibrium, and that the quadratic forms hold where the Boltzmann weight around each point is appreciable. The last two are separate assumptions; a high barrier favours them but does not guarantee them.

Transition-state theory places a dividing plane $\mathbf n\cdot\mathbf u=0$ through the saddle, with unit normal $\mathbf n$ pointing out of the well. It takes the rate to be the equilibrium outward flux per system in the well:

$$\Gamma(\mathbf n)=\big\langle(\mathbf n\cdot\mathbf v)_+\,\delta(\mathbf n\cdot\mathbf u)\big\rangle .\tag{2}$$

Here $\mathbf v$ is the velocity, and $(w)_+$ equals $w$ for $w>0$ and zero otherwise.

**Q:** The velocity contains the masses. Can you separate it from the positions?

**A:** Yes, because the classical Boltzmann factor is a product of a velocity part and a position part. Each $v_i$ is Gaussian with variance $k_BT/m_i$, independently of the others. Therefore $w=\mathbf n\cdot\mathbf v$ is Gaussian with variance

$$\sigma^2=k_BT\sum_i\frac{n_i^2}{m_i}=k_BT\,\mathbf n^TM^{-1}\mathbf n ,$$

and its positive part has the average

$$\langle w_+\rangle=\int_0^\infty\frac{w\,e^{-w^2/2\sigma^2}}{\sqrt{2\pi}\,\sigma}\,dw=\frac{\sigma}{\sqrt{2\pi}}=\sqrt{\frac{k_BT\,\mathbf n^TM^{-1}\mathbf n}{2\pi}} .\tag{3}$$

What remains is a ratio of two position integrals, one over the plane and one over the well. Neither contains a mass once the plane is fixed.

In the well, rotate to the eigenvectors of $K_0$. The integral becomes a product of $N$ one-dimensional Gaussians:

$$\int e^{-\mathbf u^TK_0\mathbf u/2k_BT}d^Nu=\frac{(2\pi k_BT)^{N/2}}{\sqrt{\det K_0}} .\tag{4}$$

On the plane write $\mathbf u=B\mathbf c$, where the $N-1$ orthonormal columns of $B$ are perpendicular to $\mathbf n$. If the energy rises in every direction within the plane, then

$$\int\delta(\mathbf n\cdot\mathbf u)\,e^{-V/k_BT}d^Nu=e^{-E/k_BT}\frac{(2\pi k_BT)^{(N-1)/2}}{\sqrt{\det(B^TK_1B)}} .\tag{5}$$

**Q:** The last determinant belongs to a smaller matrix. How is it related to $\det K_1$?

**A:** Form the orthogonal matrix $R=(\mathbf n,B)$. The first diagonal element of the inverse of $R^TK_1R$ is a cofactor divided by the determinant. That cofactor is $\det(B^TK_1B)$, and the determinant is $\det K_1$. The same element is also $\mathbf n^TK_1^{-1}\mathbf n$, because $(R^TK_1R)^{-1}=R^TK_1^{-1}R$. Hence

$$\det(B^TK_1B)=\det K_1\;\mathbf n^TK_1^{-1}\mathbf n .\tag{6}$$

Since $\det K_1<0$, the right side is positive when $\mathbf n^TK_1^{-1}\mathbf n<0$. This condition is also sufficient for stability within the plane. Two negative directions there would span a two-dimensional space on which $K_1$ is negative. Such a space would intersect the $(N-1)$-dimensional space of positive eigenvectors of $K_1$, which is impossible. There is thus at most one negative eigenvalue in the plane, and a positive determinant rules out even one.

Now multiply (3) by (5) and divide by (4). The temperature factors combine as $\sqrt{k_BT/2\pi}\,(2\pi k_BT)^{-1/2}=1/2\pi$, so that $\Gamma(\mathbf n)=\nu(\mathbf n)e^{-E/k_BT}$ with

$$\nu(\mathbf n)=\frac1{2\pi}\sqrt{\frac{\mathbf n^TM^{-1}\mathbf n}{\det K_1\;\mathbf n^TK_1^{-1}\mathbf n}\,\det K_0}\; .\tag{7}$$

**Q:** This depends on a plane that you chose. A rate cannot depend on my choice of bookkeeping.

**A:** The true rate does not, but the estimate does. Every completed escape crosses the plane outward at least once. A trajectory that crosses, returns and crosses again is counted more than once, and one that crosses and then falls back is counted although it fails. The one-way flux is therefore an upper bound on the classical escape rate, and the best plane is the one with the smallest flux. The bound belongs to the flux (2) evaluated on the full potential. Its harmonic value (7) is an approximation to that flux and can lie below the true rate.

To find it, put $\mathbf n=M^{1/2}\mathbf a$. The length of $\mathbf n$ drops out of (7), so $\mathbf a$ may have any length. Define the mass-weighted Hessian $D_1=M^{-1/2}K_1M^{-1/2}$. Then

$$\frac{\mathbf n^TM^{-1}\mathbf n}{-\mathbf n^TK_1^{-1}\mathbf n}=\frac{\mathbf a\cdot\mathbf a}{-\mathbf a^TD_1^{-1}\mathbf a} .$$

The eigenvalues of $D_1$ are the squared angular frequencies at the saddle. One is negative, because $\mathbf x^TD_1\mathbf x=\mathbf y^TK_1\mathbf y$ with $\mathbf y=M^{-1/2}\mathbf x$, and this invertible change of variables preserves the dimension of the largest space on which the form is negative. Call the eigenvalues $-|\omega_\ddagger|^2$ and $\omega_j'^2$, with $j=1,\dots,N-1$. With $a_\ddagger$ and $a_j$ the components of $\mathbf a$ along the eigenvectors,

$$-\mathbf a^TD_1^{-1}\mathbf a=\frac{a_\ddagger^2}{|\omega_\ddagger|^2}-\sum_j\frac{a_j^2}{\omega_j'^2}\le\frac{\mathbf a\cdot\mathbf a}{|\omega_\ddagger|^2} .$$

The left side is positive for every permitted plane, so the ratio is at least $|\omega_\ddagger|^2$. Equality holds when $\mathbf a$ is the unstable eigenvector. The smallest prefactor is

$$\nu^*=\nu_\ddagger\sqrt{\frac{\det K_0}{|\det K_1|}},\qquad \nu_\ddagger=\frac{|\omega_\ddagger|}{2\pi} .\tag{8}$$

**Q:** It is the smallest estimate. Does the best plane still count returning trajectories?

**A:** In the harmonic region it does not. The distance from this plane is proportional to the unstable normal coordinate, because $\mathbf n\cdot\mathbf u=\mathbf a\cdot(M^{1/2}\mathbf u)=Q$. Normal coordinates move independently, and this one obeys $\ddot Q=|\omega_\ddagger|^2Q$. A trajectory that starts at $Q=0$ with velocity $\dot Q_0$ follows

$$Q(t)=\frac{\dot Q_0}{|\omega_\ddagger|}\sinh(|\omega_\ddagger|t),$$

which never returns to zero. Returns caused by anharmonic forces farther away are not covered by this argument.

**Q:** I know Vineyard's formula as a ratio of products of frequencies. I see determinants instead.

**A:** The two forms are equal. Let $D_0=M^{-1/2}K_0M^{-1/2}$, with eigenvalues $\omega_i^2$. The determinant of a product is the product of the determinants, so

$$\det D_0=\frac{\det K_0}{\det M}=\prod_{i=1}^N\omega_i^2,\qquad \det D_1=\frac{\det K_1}{\det M}=-|\omega_\ddagger|^2\prod_{j=1}^{N-1}\omega_j'^2 .\tag{9}$$

Divide the first by the modulus of the second. The factor $\det M$ cancels, and

$$\sqrt{\frac{\det K_0}{|\det K_1|}}=\frac{\prod_i\omega_i}{|\omega_\ddagger|\prod_j\omega'_j} .$$

Insert this in (8). The unstable frequency cancels, and one factor $1/2\pi$ is left, which is what $N$ frequencies over $N-1$ frequencies require:

$$\nu^*=\frac{\prod_{i=1}^N\nu_i}{\prod_{j=1}^{N-1}\nu'_j},\qquad \nu=\frac{\omega}{2\pi} .\tag{10}$$

**Q:** Then what precisely cancels? You never put masses into $K_0$ and $K_1$.

**A:** The force-constant Hessians contain no masses from the start. The mass-weighted Hessians do, and their determinants share the factor $1/\det M$, which disappears from the ratio. This requires the same atoms, with the same masses, at both points.

Individual frequencies in (10) still change with mass. Their combined change equals that of $\nu_\ddagger$, because the other factor in (8) contains only force constants. The physical reason is visible in (2): classical position probabilities do not depend on mass, whereas the speed of crossing does, and so does the orientation of the best plane.

**Q:** In one dimension (10) is the frequency in the well. The saddle frequency is absent, yet you say that all the mass dependence comes from it.

**A:** For $N=1$, equation (8) reads

$$\nu^*=\frac1{2\pi}\sqrt{\frac{|K_1|}{m}}\sqrt{\frac{K_0}{|K_1|}}=\frac1{2\pi}\sqrt{\frac{K_0}{m}} .$$

The saddle curvature cancels, but the mass does not. Both frequencies vary as $m^{-1/2}$ here, so either can carry the mass dependence. With several coordinates, a frequency of the well generally varies differently from $\nu_\ddagger$, and (8) identifies the one that sets the mass dependence of the rate.

**Q:** A periodic crystal is not pinned. It can translate, and then both determinants vanish.

**A:** Keep the centre of mass at rest and use the products of nonzero eigenvalues, written $\det'$. Take one translation direction first. Let $\mathbf t$ be the normalized vector of uniform translation, with $K\mathbf t=0$. The corresponding null vector of $D$ is $\mathbf h=M^{1/2}\mathbf t$. Add a weak spring $\epsilon\,\mathbf t\mathbf t^T$ to $K$. The determinant becomes $\epsilon\det'K$, and after mass weighting it is $\epsilon\det'K/\det M$.

The same determinant can be calculated from $D+\epsilon\,\mathbf g\mathbf g^T$, with $\mathbf g=M^{-1/2}\mathbf t$. For a matrix with one null vector this determinant is $\epsilon\,(\mathbf g\cdot\hat{\mathbf h})^2\det'D$, where $\hat{\mathbf h}=\mathbf h/\sqrt{\mathbf t^TM\mathbf t}$. Since $\mathbf g\cdot\mathbf h=\mathbf t\cdot\mathbf t=1$,

$$\det{}'D=\det{}'K\,\frac{\mathbf t^TM\mathbf t}{\det M} .$$

The extra factor is the same at minimum and saddle, so it cancels. Translations along the three axes have mutually orthogonal $\mathbf t$ and mutually orthogonal $M^{1/2}\mathbf t$, so three factors $\mathbf t^TM\mathbf t$, one for each axis, stand over a single $\det M$. They too are the same at both points and cancel. A freely rotating cluster is excluded here: its rotation vectors depend on its shape, which differs at the two points.

**Q:** May I now say that the rate varies as the inverse square root of the jumping atom's mass?

**A:** Not in general, since other atoms may take part in the unstable mode. Write that mode as

$$K_1\mathbf e=\lambda M\mathbf e,\qquad \mathbf e^TM\mathbf e=1,\qquad\lambda=-|\omega_\ddagger|^2 .$$

Change the masses slightly at fixed $K_1$:

$$K_1\delta\mathbf e=\delta\lambda\,M\mathbf e+\lambda\,\delta M\,\mathbf e+\lambda M\delta\mathbf e .$$

Multiply from the left by $\mathbf e^T$. Because $\mathbf e^TK_1=\lambda\mathbf e^TM$, the terms with $\delta\mathbf e$ cancel, which leaves $\delta\lambda=-\lambda\sum_i e_i^2\,\delta m_i$. Since $|\omega_\ddagger|=\sqrt{-\lambda}$ and the determinant factor is fixed,

$$\frac{\partial\ln\nu^*}{\partial\ln m_i}=-\frac{p_i}{2},\qquad p_i=m_ie_i^2,\qquad\sum_ip_i=1 .\tag{11}$$

In the motion $\mathbf v=\mathbf e\dot Q$, coordinate $i$ has kinetic energy $\tfrac12m_ie_i^2\dot Q^2$. Thus $p_i$ is its share of the kinetic energy in the unstable mode. If one atom carries all of it, the inverse-square-root law holds for that atom. In an unpinned crystal the other atoms must balance its momentum, so its share cannot exceed $1-m/M_{\rm total}$, a limit that matters only for small cells. If all masses are scaled together, the law holds whatever the mode, because the shares add to one.

## Second half: oxygen in a heavy host

**Q:** Before we use numbers, which results do I need?

The first half has shown that the mass dependence of the classical harmonic rate lies entirely in the unstable saddle frequency, and that each coordinate's mass exponent is set by its share of the kinetic energy in that mode. What remains is to collect the results needed and apply them to a model of oxygen in a heavy host, with tests of the harmonic approximation, quantum corrections and an estimate of diffusion.
